# Massless Bhabha scattering at tree level, by traces and by helicity amplitudes, part 2

The process is $e^-(p)+e^+(k)\to e^-(p')+e^+(k')$ at lowest order, with the electron mass $m$ neglected, in the centre-of-mass frame. Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, $\not a=a_\mu\gamma^\mu$ and $e^4=(4\pi\alpha)^2$. In formulas below $c=\cos\theta$, where $\theta$ is the angle between the incoming and outgoing electron. With $C=\cos(\theta/2)$ and $D=\sin(\theta/2)$, the invariants are $s=(p+k)^2$ and

$$u=-sC^2,\qquad t=-sD^2 .$$

The amplitude is

$$M=e^2\left(\frac Xt-\frac Ys\right),$$

$$X=[\bar u(p')\gamma^\mu u(p)]\,[\bar v(k)\gamma_\mu v(k')],$$

$$Y=[\bar u(p')\gamma^\mu v(k')]\,[\bar v(k)\gamma_\mu u(p)].$$

$X$ belongs to photon exchange (scattering), $Y$ to annihilation. The minus sign is the Fermi sign, from the order of the fermion operators. The cross section is $\overline{|M|^2}/(64\pi^2s)$, the bar denoting a sum over final and an average over initial spins. A first derivation, by traces, gave

$$\frac{d\sigma}{d\Omega}=\frac{\alpha^2}{2s}\,(S+A+I)=\frac{\alpha^2}{4s}\left(\frac{3+c^2}{1-c}\right)^2,$$

$$S=\frac{s^2+u^2}{t^2},\qquad A=\frac{u^2+t^2}{s^2},\qquad I=\frac{2u^2}{st}.$$

The second derivation finds the amplitude for each set of spins. Dirac spinors are split into two-component parts $L$ and $R$, with

$$\bar\psi\gamma^\mu\chi=\psi_L^\dagger\bar\sigma^\mu\chi_L+\psi_R^\dagger\sigma^\mu\chi_R,$$

$\sigma^\mu=(1,\boldsymbol\sigma)$ and $\bar\sigma^\mu=(1,-\boldsymbol\sigma)$. An electron of type $R$ has helicity $+$, one of type $L$ helicity $-$; for a positron the assignment is reversed. The electron comes in along $+z$ and leaves along $\mathbf n=(\sin\theta,0,\cos\theta)$. The normalization of the four spinors gives a factor $s$ in $X$ and $Y$, multiplying products of these unit spinors:

| | type $L$ | type $R$ |
|---|---|---|
| $u(p)$ | $(0,1)$ | $(1,0)$ |
| $v(k)$ | $(1,0)$ | $(0,1)$ |
| $u(p')$ | $(-D,C)$ | $(C,D)$ |
| $v(k')$ | $(C,D)$ | $(-D,C)$ |

### Contracting two currents

Any $2\times2$ matrix can be expanded as $m=\frac12\mathrm{tr}(m)+\frac12\sum_i\mathrm{tr}(m\sigma_i)\sigma_i$. Comparing the coefficients of each element of $m$ on both sides gives

$$\sum_i(\sigma_i)_{ab}(\sigma_i)_{fg}=2\delta_{ag}\delta_{bf}-\delta_{ab}\delta_{fg}.$$

The contraction of two currents is the product of their time components minus the scalar product of their space components. If both currents are of type $L$, or both of type $R$, the two signs in front of $\boldsymbol\sigma$ multiply to $+1$, and for two-component spinors $a,b,f,g$

$$\begin{aligned}&(a^\dagger b)(f^\dagger g)-(a^\dagger\boldsymbol\sigma b)\cdot(f^\dagger\boldsymbol\sigma g)\\&\qquad=2(a^\dagger b)(f^\dagger g)-2(a^\dagger g)(f^\dagger b).\end{aligned}$$

If one current is of type $L$ and the other of type $R$, the second term changes sign and

$$(a^\dagger b)(f^\dagger g)+(a^\dagger\boldsymbol\sigma b)\cdot(f^\dagger\boldsymbol\sigma g)=2(a^\dagger g)(f^\dagger b).$$

The first contraction is antisymmetric under the exchange of $b$ and $g$. This exchange, with $b=u(p)$ and $g=v(k')$, is what turns $X$ into $Y$. So $Y=-X$ whenever all four spinors are of the same type.

### The amplitudes

Each of the four spinors can be of type $L$ or $R$, which makes sixteen cases. The exchange product $X$ requires $u(p)$ and $u(p')$ to agree, and $v(k)$ and $v(k')$ to agree. The annihilation product $Y$ requires $u(p)$ to agree with $v(k)$, and $u(p')$ with $v(k')$. There are three kinds of nonvanishing amplitude.

**Both diagrams.** Let all four spinors be of type $L$: the electron has helicity $-$, the positron helicity $+$, and both keep them. From the table, $u(p')^\dagger u(p)$ gives $C$ and $v(k)^\dagger v(k')$ gives $C$. The crossed product $u(p')^\dagger v(k')$ is $-DC+CD=0$, and $v(k)^\dagger u(p)=0$. Hence

$$X=2sC^2=-2u,\qquad Y=-X=2u,$$

$$M=-2e^2u\left(\frac1t+\frac1s\right).$$

The minus sign from the exchange of spinors has cancelled the Fermi minus sign.

**Exchange alone.** Let the electron spinors be of type $L$ and the positron spinors of type $R$, so that both particles have helicity $-$. The mixed contraction needs $u(p')^\dagger v(k')=D^2+C^2=1$ and $v(k)^\dagger u(p)=1$. Hence

$$X=2s,\qquad Y=0,\qquad M=\frac{2e^2s}{t}.$$

**Annihilation alone.** Let the incoming spinors be of type $L$ and the outgoing ones of type $R$: the particles have opposite helicities, and each comes out with the helicity reversed. In $Y$ the crossed products are $u(p')^\dagger u(p)=D$ and $v(k)^\dagger v(k')=-D$. Hence

$$X=0,\qquad Y=-2sD^2=2t,\qquad M=-\frac{2e^2t}{s}.$$

Each case has a mirror image with $L$ and $R$ exchanged. The map $a\to i\sigma_2a^*$ reverses the spin of a unit spinor and replaces every inner product by its complex conjugate. The contractions above contain inner products alone, so $X$ and $Y$ are both replaced by their complex conjugates, apart from a phase common to the two. The mirror amplitudes therefore have the same moduli, and the interference is the same as well. Six of the sixteen cases are thus nonzero. Summing them and dividing by four,

$$\overline{|M|^2}=2e^4\left[u^2\left(\frac1t+\frac1s\right)^2+\frac{s^2}{t^2}+\frac{t^2}{s^2}\right].$$

Expanding the square gives $u^2/t^2+u^2/s^2+2u^2/(st)$. The first of these joins $s^2/t^2$ to form $S$, the second joins $t^2/s^2$ to form $A$, and the third is $I$. The trace result is recovered term by term.

### Where the destructive interference resides

At ninety degrees, in units of $\alpha^2/(2s)$, the three kinds of amplitude contribute as follows.

| channel | scattering | annihilation | interference |
|---|---|---|---|
| both diagrams | $1$ | $1/4$ | $-1$ |
| exchange alone | $4$ | $0$ | $0$ |
| annihilation alone | $0$ | $1/4$ | $0$ |
| sum | $5$ | $1/2$ | $-1$ |

In the first channel $u/t=1$ and $u/s=-1/2$. The annihilation amplitude is minus one half of the scattering amplitude, and the rate is $(1-\frac12)^2=\frac14$ instead of the $\frac54$ that the separate squares would give. The cancellation is severe in this channel. It looks moderate in the unpolarized sum because the largest part, $4$, comes from equal helicities, where no annihilation occurs. An electron and a positron of equal helicity that collide head-on have zero total spin along the beam, and the vector current of massless particles does not connect this state to a single photon.

In the first channel the square of each diagram carries a factor $u^2$, which has a simple meaning. The incoming electron of helicity $-$ has spin projection $-\frac12$ on the $z$ axis. The positron of helicity $+$ moves along $-z$ and also has projection $-\frac12$, so the total is $-1$. In the final state the total projection on $\mathbf n$ is again $-1$. For backward scattering $\mathbf n=-\hat{\mathbf z}$, the final projection on $z$ would be $+1$, and angular momentum conservation forbids the process. Both diagrams vanish there in this channel, and the interference vanishes with them. Their sum vanishes faster than either one: since $1/t+1/s=-u/(st)$, the rate of the channel is proportional to $u^4/(s^2t^2)$. The extra factor $u^2$ comes from the cancellation between the diagrams.

### Dependence on angle

From the closed form and $I=-(1+c)^2/(1-c)$, the interference relative to the full cross section is

$$\frac{I}{S+A+I}=-\frac{2(1+c)^2(1-c)}{(3+c^2)^2}.$$

It is negative for all $0<\theta<\pi$ and tends to zero at both ends. In the forward direction only this ratio vanishes; $I$ itself grows without bound, but more slowly than $S$. The computed terms, in units of $\alpha^2/(2s)$, are:

| $\theta$ | $S$ | $A$ | $I$ | sum |
|---|---|---|---|---|
| $30^\circ$ | 416.85 | 0.875 | $-25.99$ | 391.73 |
| $60^\circ$ | 25.00 | 0.625 | $-4.50$ | 21.13 |
| $90^\circ$ | 5.00 | 0.500 | $-1.00$ | 4.50 |
| $120^\circ$ | 1.89 | 0.625 | $-0.17$ | 2.35 |
| $180^\circ$ | 1.00 | 1.000 | 0.00 | 2.00 |

The magnitude of the interference is about 7% of the sum at $30^\circ$, 21% at $60^\circ$, 22% at $90^\circ$ and 7% at $120^\circ$.

Near the forward direction $1-c\approx\theta^2/2$ and $3+c^2\approx4$, so that

$$\frac{d\sigma}{d\Omega}\approx\frac{16\alpha^2}{s\,\theta^4}.$$

This is the $\theta^{-4}$ law of a force carried by a massless photon. Its integral over solid angle diverges at $\theta=0$, so the formula gives no finite total cross section; a minimum angle must be stated. In the backward direction the cross section is $\alpha^2/s$, shared equally between the exchange-alone and annihilation-alone channels.

### A worked example

Take the round values $\sqrt s=10$ GeV and $\theta=90^\circ$. Then $s=100\ \mathrm{GeV}^2$ and $t=u=-50\ \mathrm{GeV}^2$. With $\alpha=0.0072974$ and $(\hbar c)^2=3.894\times10^5\ \mathrm{nb\,GeV^2}$, the unit is

$$\frac{\alpha^2}{2s}=\frac{(0.0072974)^2}{200}\times3.894\times10^5\ \frac{\mathrm{nb}}{\mathrm{sr}}=0.1037\ \frac{\mathrm{nb}}{\mathrm{sr}}.$$

Scattering contributes $5\times0.1037=0.52$ nb/sr, annihilation $0.05$ nb/sr and interference $-0.10$ nb/sr. The sum is

$$\frac{d\sigma}{d\Omega}=4.5\times0.1037=0.47\ \mathrm{nb/sr},$$

or $1.2\times10^{-6}\ \mathrm{GeV^{-2}/sr}$. Without the interference it would be $0.57$ nb/sr; the interference lowers that value by 18%.

The neglected mass can be assessed by repeating the spin sum with massive spinors. At $90^\circ$ this raises the tree-level cross section by the relative amount $1.78\,m^2/s$ to leading order in $m^2/s$, which is $4.6\times10^{-9}$ here. Other omissions matter far more. Exchange of a $Z$ boson, with a mass of roughly 90 GeV, is suppressed by the ratio $s/M_Z^2$, which is about one percent here; its actual size is this ratio times coupling factors that are not computed here. Higher orders in $\alpha$ are not computed here either. They come with logarithms such as $\ln(s/m^2)$, which is large at this energy, and the running of $\alpha$ alone shifts the result by several percent. The part due to emitted photons depends on what a detector accepts; if events with photons above a small fraction of the beam energy are rejected, it reaches tens of percent. The value $0.47$ nb/sr is therefore the one-photon result, and a measurement can differ from it in the second digit or, with a tight cut on radiated energy, in the first.

### What each derivation assumes

Both derivations start from the same amplitude, with one photon, the same Fermi sign and the same flux and phase space. Their agreement checks the spin algebra and nothing before it. The earlier steps need checks of their own. The numerical check finds the Fermi sign from explicit matrices for the fermion operators, and it compares the absolute normalization with Rutherford scattering for slow massive particles.

The trace method, as used here, sums over all spins. It needs neither a frame nor explicit spinors until the angle is introduced. It also survives a nonzero mass: the spin sums become $\not p+m$ and $\not k-m$, and the traces grow longer without changing in kind. What this summed form gives up is the knowledge of which spin states contribute; to recover it, one would insert chirality projectors $(1\pm\gamma_5)/2$ into the traces. The interference appears as one trace, and its sign as the result of a matrix contraction.

The helicity method, in the form used here, relies on the mass being zero from the start. Only then do the $L$ and $R$ parts decouple, so that ten of the sixteen amplitudes vanish and the others take the short forms found above. With a mass, the types mix and this economy is lost. In return the method gives the cross section for each choice of helicities, and it confines the interference to states in which electron and positron have opposite helicities and keep them.

The sign is traced differently as well. In the first derivation the Fermi minus sign is cancelled by the $-2$ of $\gamma^\mu\not a\not b\not c\gamma_\mu=-2\not c\not b\not a$; in the second, by the antisymmetry of the two-component contraction. Either way the relative sign that remains is that of $1/t$ and $1/s$, and this makes the interference at ninety degrees $-1$ and not $+1$.

## Table of computed values

```
fine-structure constant alpha = 0.00729735
relative Fermi sign of the two diagrams = -1
At 90 degrees, in units of alpha^2/(2s):
  scattering    = +5.000000
  annihilation  = +0.500000
  interference  = -1.000000
  sum           = +4.500000
Helicity channels at 90 degrees, same units:
  both diagrams: scattering, annihilation, interference = +1.0000, +0.2500, -1.0000
  both diagrams, total      = 0.2500
  scattering only, total    = 4.0000
  annihilation only, total  = 0.2500
  annihilation/scattering amplitude ratio = -0.5000
Angular table, units of alpha^2/(2s):
  deg  scattering  annihilation  interference       sum
   30    416.8461        0.8750      -25.9904  391.7307
   60     25.0000        0.6250       -4.5000   21.1250
   90      5.0000        0.5000       -1.0000    4.5000
  120      1.8889        0.6250       -0.1667    2.3472
  150      1.1539        0.8750       -0.0096    2.0193
  180      1.0000        1.0000        0.0000    2.0000
Example: 90 degrees
  centre-of-mass energy sqrt(s) = 10.0 GeV
  s = 100.0 GeV^2,  t = u = -50.0 GeV^2
  conversion (hbar c)^2 = 389379.4 nb GeV^2
  alpha^2/(2s) = 0.10367 nb/sr
  scattering    = +0.51837 nb/sr
  annihilation  = +0.05184 nb/sr
  interference  = -0.10367 nb/sr
  dsigma/dOmega = 0.46654 nb/sr
  dsigma/dOmega = 1.19816e-06 GeV^-2/sr
  without interference = 0.57021 nb/sr
mass correction at 90 deg = 1.778 * m^2/s (relative)
  at this energy = 4.64e-09 (relative)
```
